Diagonal two-electron radial integrals in finite-element DVR from the Poisson equation, part 1

(Sections cited here and not found follow in the second part.)

PART ONE: THE RULE AND ITS FIRST LIMITS

1. What dimensions and symmetry allow

Hartree atomic units are used, so lengths are in bohr and a Coulomb energy is an inverse length. For two electrons in a central field the repulsion is expanded as 1/r₁₂ = Σ_l k_l(r₁,r₂) P_l(cos γ), where γ is the angle between the two position vectors and P_l is a Legendre polynomial. After the angular integrals, what remains are radial integrals

I = ∫∫ ρ_A(r) k_l(r,s) ρ_B(s) dr ds,   k_l(r,s) = r_<^l / r_>^(l+1),

where r_< and r_> are the smaller and larger of r and s, and ρ_A, ρ_B are products of two reduced radial functions u(r) = r × (radial function), normalized as ∫u² dr = 1. All functions are real and confined to a box 0 ≤ r ≤ R.

In a discrete variable representation (DVR) each basis function χ_i belongs to a node r_i with a quadrature weight w_i, and χ_i(r_k) = δ_ik/√w_i. A local operator is replaced by its values at the nodes. The aim is a matrix V_ik that plays this role for the kernel, so that the integral over χ_iχ_j and χ_kχ_m is replaced by δ_ij δ_km V_ik.

Three facts restrict V. It has the dimension of the kernel, 1/length. It is symmetric in i and k, because k_l(r,s) = k_l(s,r). And the kernel is a multipole component of 1/r₁₂, the Green function of −∇²/(4π), so V should be built from the inverse of the matrix T of −d²/dr² + l(l+1)/r². With χ of dimension length^(−1/2), T has dimension length^(−2) and T⁻¹ has length². A matrix element O_ik in this basis corresponds to a function of two points through Σ χ_p(r_i) O_pq χ_q(r_k) = O_ik/√(w_i w_k). Hence [T⁻¹]_ik/√(w_i w_k) is a Green function of dimension length. The operator acts on r times the potential, so each point brings a factor 1/r, which gives the candidate [T⁻¹]_ik/(r_i√w_i r_k√w_k), of dimension 1/length.

A basis that vanishes at R forces this term to vanish there, while the potential of a charge does not. The remedy is a solution of the homogeneous equation. The potential of multipole order l that is regular at the origin is r^l, symmetry makes it (r_i r_k)^l, and the remaining length R must appear as R^(−2l−1). The form is therefore

V_ik = α [T⁻¹]_ik/(r_i√w_i r_k√w_k) + β (r_i r_k)^l/R^(2l+1),

with pure numbers α and β. The derivation gives α = 2l+1 and β = 1, and it also shows in what sense the replacement holds.

2. The quadrature and the basis

The box is cut into elements. An element [a,b] of length h = b − a is mapped to −1 ≤ x ≤ 1 by r = a + h(x+1)/2. It carries n Gauss-Lobatto nodes: x = ±1 and the n−2 zeros of P′_{n−1}, which are real, distinct and interior by Rolle's theorem applied to the n−1 zeros of P_{n−1}. Let f_i be the polynomial of degree n−1 with f_i(x_k) = δ_ik, and let the weight of node i be ∫f_i dx. The rule is then exact to degree n−1 by construction.

It is in fact exact to degree 2n−3. Divide a polynomial p of that degree by ω = (1−x²)P′_{n−1}, which has degree n and vanishes at every node: p = qω + s, with deg q ≤ n−3 and deg s ≤ n−1. The rule gives zero for qω and the exact value for s. The integral of qω also vanishes, since integration by parts gives

∫ q(1−x²) P′_{n−1} dx = −∫ [q(1−x²)]′ P_{n−1} dx = 0,

where the end terms drop because of the factor 1−x², and the bracket has degree at most n−2 and is orthogonal to P_{n−1}.

The weights are positive, which √w requires. For an interior node write f_i = (1−x²)g. The polynomial (1−x²)g² has degree 2n−4, a positive integral, and vanishes at every node except i, so the rule equates a positive number with w_i times a positive number. For the end x = −1 the same argument works with (1−x)(P′_{n−1})², of degree 2n−3. Two small rules are needed later. For n = 3 the nodes are −1, 0, 1 with weights 1/3, 4/3, 1/3 (Simpson's rule). For n = 4 the nodes are ±1 with weight 1/6 and ±1/√5 with weight 5/6. In both cases the weights follow from exactness for 1 and x².

On the r axis the weights are multiplied by h/2. An edge shared by two elements is one node, called a bridge node. Its weight is the sum of the two end weights, and its function f_i joins the two end polynomials continuously. The basis is χ_i = f_i/√w_i. The functions at r = 0 and r = R are dropped, so every basis function vanishes at both ends. The basis spans the space W of continuous functions that are polynomials of degree n−1 or less on each element and vanish at 0 and R. A function v in W has coefficients c_i = √w_i v(r_i).

Write S[g] = Σ w_i g(r_i) for the composite rule. If the end nodes are omitted, S is still the full rule for any g with g(0) = g(R) = 0. This condition is checked below when the rule is used. The exception is the centrifugal integral in the first element, which is treated in section 7.

The simplest choice for V is the naive rule V_ik = k_l(r_i,r_k). It applies the quadrature to an integrand with a kink: at fixed r, the slope of k_l in s is l/r² just below s = r and −(l+1)/r² just above, a jump of −(2l+1)/r². A rule built for polynomials of high degree gains little from that degree on a kinked function. The Poisson route removes the kink from the quadrature.

3. The simplest case: l = 0 in the continuum

Define y(r) as r times the potential of a density ρ:

y(r) = r ∫_0^R ρ(s)/r_> ds = ∫_0^r ρ ds + r ∫_r^R ρ(s)/s ds.

In the first derivative the two terms from the moving limits, +ρ(r) and −r·ρ(r)/r, cancel, leaving y′ = ∫_r^R ρ/s ds. The second derivative is y″ = −ρ/r. At the ends, y(0) = 0 and y(R) = Q₀ = ∫ρ dr, the enclosed charge, which is Gauss's law: the potential at R is Q₀/R.

Since y(R) ≠ 0, y is not in W. Subtract the homogeneous solution rQ₀/R, so that y₀ = y − rQ₀/R vanishes at both ends and obeys the same equation. In terms of the kernel, multiply 1/r_> by rs to get r_<, and write

1/r_> = G₀(r,s)/(rs) + 1/R,   G₀(r,s) = r_< − rs/R = r_<(1 − r_>/R).

Define the energy product a(u,v) = ∫_0^R u′v′ dr. The slope of G₀ in r is 1 − s/R for r < s and −s/R for r > s. For any v with v(0) = v(R) = 0,

a(G₀(·,s), v) = (1 − s/R)[v(s) − 0] + (−s/R)[0 − v(s)] = v(s).

So G₀ reproduces point values.

4. The simplest case on the mesh

For l = 0 let T_ik = a(χ_i,χ_k). The integrand has degree 2n−4 on each element, so the Lobatto rule on each element, end nodes included, evaluates it without error. A comparison with Gauss-Legendre quadrature for n = 7 confirms this to better than 10⁻¹⁰. T is positive definite: cᵀTc = ∫v′² dr vanishes only for constant v, and v(0) = 0 then makes v zero.

Define the discrete Green function

G_h(r,s) = Σ_pq χ_p(r) [T⁻¹]_pq χ_q(s).

Then a(G_h(·,s), χ_m) = Σ_pq T_mp [T⁻¹]_pq χ_q(s) = χ_m(s), so G_h(·,s) is the member of W that reproduces point values of members of W. It is unique, because the difference d of two such members obeys a(d,d) = 0. At nodes G_h(r_i,r_k) = [T⁻¹]_ik/√(w_i w_k). Putting G_h in place of G₀ gives

V_ik = [T⁻¹]_ik/(r_i√w_i r_k√w_k) + 1/R,

which fixes α = β = 1 for l = 0.

Limit check. Let s be a bridge node. Then G₀(·,s) is continuous, linear on each element and zero at both ends, so it lies in W, and uniqueness gives G_h(r,s) = G₀(r,s) for all r. Therefore V_ik = 1/r_> without error whenever i or k is a bridge node, for any n and any element lengths. For n = 2, where the basis consists of hat functions and every node is a bridge node, the inverse matrix plus 1/R reproduces the kernel at all pairs of nodes, and the Poisson rule coincides with the naive rule. For l = 0, whatever the Poisson route gains comes from the interior nodes at n ≥ 3. For l ≥ 1 the Green function is not piecewise linear, and this exactness at bridge nodes does not carry over.

5. General l in the continuum

Now let

y(r) = r ∫ρ(s) k_l(r,s) ds = r^(−l) A(r) + r^(l+1) B(r),

A(r) = ∫_0^r ρ s^l ds,   B(r) = ∫_r^R ρ s^(−l−1) ds,

with A′ = ρ r^l and B′ = −ρ r^(−l−1). The first derivative is

y′ = −l r^(−l−1) A + ρ + (l+1) r^l B − ρ = −l r^(−l−1) A + (l+1) r^l B.

The second derivative is

y″ = l(l+1) r^(−l−2) A − lρ/r + l(l+1) r^(l−1) B − (l+1)ρ/r.

The first and third terms are l(l+1) y/r², and the other two add to −(2l+1)ρ/r, the slope jump of section 2 times rρ. The radial Poisson equation is

−y″ + l(l+1) y/r² = (2l+1) ρ/r.

It was tested by a finite difference of the defining integrals for l = 0, 1, 2. At the outer end B(R) = 0, so y(R) = Q_l/R^l with the multipole moment Q_l = A(R) = ∫ρ s^l ds.

At the origin assume that ρ is smooth and O(r^(l+2)). Then r^(−l)A = O(r^(l+3)), B(0) is finite, and y = B(0) r^(l+1) + O(r^(l+3)). Orbital products meet the assumption: u_a u_b starts as r^(l_a+l_b+2), and the angular integral vanishes unless l ≤ l_a + l_b. The assumption matters for smoothness. A term r^p in ρ produces a term

(2l+1) r^(p+1) / [l(l+1) − p(p+1)]

in y, as insertion in the equation shows. The denominator vanishes at p = l, where B′ = −1/r and y acquires the term −r^(l+1) ln r, which is not smooth at the origin. With p ≥ l+2 this does not occur, and a power series for ρ gives a power series for y. A single product χ_kχ_m in the first element contains r², r³, … and in general includes r^l for 2 ≤ l ≤ 2n−2, and its y then contains this logarithm.

The homogeneous equation has solutions r^(l+1) and r^(−l), since both give y″ = l(l+1)y/r². The first vanishes at the origin. Matching the value at R gives the split

y = y₀ + r^(l+1) Q_l/R^(2l+1),   y₀(0) = y₀(R) = 0,

because R^(l+1)/R^(2l+1) = R^(−l). Physically y₀/r is the potential inside a grounded sphere of radius R, and the second term removes the potential of the charge induced on that sphere. In kernel form, with rs·k_l = r_<^(l+1)/r_>^l,

k_l(r,s) = (2l+1) G_l(r,s)/(rs) + (rs)^l/R^(2l+1),

G_l = [ r_<^(l+1)/r_>^l − (rs)^(l+1)/R^(2l+1) ]/(2l+1).

For l = 0 this is G₀ of section 3.

6. General l on the mesh

Multiply the equation for y₀ by χ_p and integrate the first term by parts. The end terms vanish because χ_p(0) = χ_p(R) = 0, and no terms arise at bridge nodes because χ_p and y₀′ are continuous:

∫χ_p′ y₀′ dr + l(l+1) ∫χ_p y₀/r² dr = (2l+1) ∫χ_p ρ/r dr.

Replace y₀ by y_h = Σ c_q χ_q and evaluate the centrifugal integral by the rule, S[χ_pχ_q/r²] = δ_pq/r_p². This defines

T_pq = ∫χ_p′χ_q′ dr + δ_pq l(l+1)/r_p²,

twice the radial kinetic matrix, which is positive definite because a non-negative diagonal is added to the l = 0 matrix. The source by the rule is S[χ_pρ/r] = √w_p ρ(r_p)/r_p, since χ_p(r_p) = 1/√w_p and w_p/√w_p = √w_p. The integrand vanishes at 0, where χ_p/r is finite and ρ = 0, and at R. So

c_i = (2l+1) Σ_p [T⁻¹]_ip √w_p ρ_B(r_p)/r_p,   y_h(r_i) = c_i/√w_i.

The moment by the rule is Q_l,h = Σ_p w_p ρ_B(r_p) r_p^l. Omitting the node at R requires ρ_B(R) = 0. This is the one place where the source must vanish at the edge. The outer integral I = ∫ρ_A y/r dr is smooth inside each element and is also done by the rule, which needs ρ_A(R) = 0:

I_h = Σ_i w_i ρ_A(r_i) [ c_i/(r_i√w_i) + r_i^l Q_l,h/R^(2l+1) ].

Insert c_i and write √w_p = w_p/√w_p. Both terms then carry the factor w_pρ_B(r_p), and

I_h = Σ_ik w_iρ_A(r_i) V_ik w_kρ_B(r_k),

V_ik = (2l+1) [T⁻¹]_ik/(r_i√w_i r_k√w_k) + (r_i r_k)^l/R^(2l+1).

For ρ_A = χ_iχ_j the nodal charge w_pρ_A(r_p) equals δ_ipδ_jp, which is 1 at p = i if i = j and zero otherwise. The same holds for ρ_B = χ_kχ_m. This gives

(χ_iχ_j | k_l | χ_kχ_m) → δ_ij δ_km V_ik.

The arrow is meant as follows. For orbitals u = Σ c_iχ_i the four-index contraction with δ_ijδ_kmV_ik equals I_h, with nodal charges c_i^a c_i^b = w_i u_a(r_i)u_b(r_i). The three quadratures were justified for smooth densities. A product χ_iχ_j has degree 2n−2, beyond the degree 2n−3 of the rule even before any other factor, so the arrow is not an equality for a single basis integral. Section 10 gives the size of the difference.

V is symmetric because T⁻¹ is. It is positive definite, because the first term is T⁻¹ scaled on both sides by the same positive diagonal matrix and the second is the outer product of the vector r_i^l with itself. The self-energy of any nodal charge is thus positive, as in the continuum. With N nodes, one N×N matrix per l replaces the four-index integrals, of which roughly (Nn)² are nonzero, since χ_iχ_j vanishes unless i and j share an element.

7. The centrifugal term in the first element

One step above needs a closer look. In the first element [0,h] each retained f_i has a factor r, so f_if_j/r² is a polynomial of degree 2n−4. The full rule integrates it without error, but its value at r = 0 is f_i′(0)f_j′(0), which is not zero. Over this element

∫ f_if_j/r² dr = δ_ij w_i/r_i² + w₀ f_i′(0) f_j′(0),

where w₀ is the weight at the origin and, for the bridge node, w_i means the first-element share. The diagonal centrifugal term of T therefore omits the rank-one matrix l(l+1) w₀ χ_i′(0)χ_j′(0). It is not small: for n = 7 and h = 1.3 bohr the largest element of w₀f_i′(0)f_j′(0) is 14.7754 bohr⁻¹, and the identity above was tested against Gauss-Legendre quadrature.

Acting on the coefficients of y_h, the omitted matrix gives l(l+1) w₀ χ_i′(0) y_h′(0). For l = 0 the prefactor is zero. For l ≥ 1 the true y₀ starts as r^(l+1), so y₀′(0) = 0, and the term vanishes to the extent that y_h′(0) approximates y₀′(0). The hydrogen integrals of section 13 were tested with and without it at n = 14 and met the same tolerance against the exact values.

8. Limit check: polynomial densities in a small box

Suppose y₀ is a single polynomial of degree n−1 or less on [0,R]. It then lies in W, with c_q = √w_q y₀(r_q). Row p of Tc contains

∫χ_p′y₀′ dr = −∫χ_p y₀″ dr = −√w_p y₀″(r_p),

where the last step holds because χ_py₀″ has degree at most (n−1)+(n−3) = 2n−4 on each element and vanishes at both ends. Row p of the discrete system is then √w_p times the differential equation at r_p, which y₀ satisfies. T is invertible, so y_h = y₀. The non-polynomial factor 1/r² does no harm here, since it enters as its value at a node on both sides of the comparison.

Take ρ_A = ρ_B = r^(l+2)(R−r)², a model density that vanishes at both ends. Its powers are p = l+2, l+3, l+4, so y₀ has degree l+5 and lies in W when n ≥ l+6. At n = l+6 the rule is exact to degree 2l+9. The moment integrand has degree 2l+4 and the outer integrand ρy₀/r has degree (l+4)+(l+5)−1 = 2l+8. So I_h = I at n = l+6. At n = l+5 the function y₀ is outside W and the argument fails.

The numerical output uses R = 2 bohr with an inner edge at 0.5 bohr and symbolic reference integrals. In atomic units the exact values are 1.0158730159, 0.6403078403, 0.6440966441 and 0.8486920487 for l = 0 to 3. At n = l+6 the absolute errors are below 5×10⁻¹⁶, the round-off level. At n = l+5 the errors I_h − I are −5.45×10⁻⁵, −1.59×10⁻⁵, −2.84×10⁻⁶ and −4.51×10⁻⁷. Both statements were tested, along with positive definiteness of V. A wrong α or β would spoil the agreement at n = l+6.

The boundary term contributes Q_l²/R^(2l+1). For l = 0,

Q₀ = ∫_0^2 (4r² − 4r³ + r⁴) dr = 32/3 − 16 + 32/5 = 16/15,

and Q₀²/R = (256/225)/2 = 0.56888889, as printed. This is 0.5689/1.0159 = 56% of the integral. For l = 3 the share is 0.1337/0.8487 = 16%. For a density of fixed size the term falls as R^(−2l−1), so for l = 0 enlarging the box removes it only as 1/R.

PART TWO: CLOSED FORM, ERRORS AND ATOMS

The following is taken from the first part. The box [0,R] is cut into elements [a,b] of length h, with local coordinate x and n Gauss-Lobatto nodes, whose rule is exact to degree 2n−3. The nodes are r_i, the weights w_i, the composite rule is S[g], and the basis χ_i = f_i/√w_i spans the space W of continuous piecewise polynomials of degree n−1 vanishing at 0 and R. With T_ik = ∫χ_i′χ_k′ dr + δ_ik l(l+1)/r_i², the integral I of two smooth densities over k_l = r_<^l/r_>^(l+1) is approximated by

I_h = Σ_ik w_iρ_A(r_i) V_ik w_kρ_B(r_k),

V_ik = (2l+1)[T⁻¹]_ik/(r_i√w_i r_k√w_k) + (r_ir_k)^l/R^(2l+1).

The naive rule uses k_l(r_i,r_k) in place of V_ik. For l = 0, a(u,v) = ∫u′v′ dr, ‖v‖² = a(v,v), y is r times the potential, y₀ = y − rQ₀/R, G₀ = r_<(1 − r_>/R), 1/r_> = G₀/(rs) + 1/R, and V_ik = G_h(r_i,r_k)/(r_ir_k) + 1/R, where G_h reproduces point values in W and equals G₀ when one argument is an element edge.

The Poisson rule for V_ik has been derived for general l, and it reproduces the integrals of the polynomial model densities without error at n = l+6. What remains is its closed form and error for l = 0, the comparison with single basis integrals and the naive rule, and the tests on hydrogen and helium.

Numerical values quoted here were computed with a short program.
